# When a stiff film on a deep, soft substrate wrinkles, part 2

A stiff film of thickness $h$ lies on a deep, soft substrate and is compressed along $x$, in plane strain: nothing varies along $y$, and wrinkling adds no strain there. The axis $z$ points upwards out of the substrate. The film's compressive strain $\varepsilon$ is counted positive and measured from the state in which the film carries no net in-plane force. At what strain does the flat film wrinkle?

With $\sigma_{xx}=c_{xx}e_{xx}+c_{xz}e_{zz}$, $\sigma_{zz}=c_{xz}e_{xx}+c_{zz}e_{zz}$ and a free top surface, the film's modulus is

$$E_f=c_{xx}-\frac{c_{xz}^2}{c_{zz}} .$$

The substrate has Young's modulus $E$, Poisson ratio $\nu$, shear modulus $\mu$ and $E_s=E/(1-\nu^2)$. For a wave $w=A\cos kx$, with $\eta=kh$ small, the flat film becomes unstable at

$$\varepsilon(k)=\frac{\eta^2}{12}+\frac{gE_s}{2E_f\eta}.$$

The terms come from bending and from the substrate. For a slipping interface $g=1$; for a bonded one $g=4(1-\nu)^2/(3-4\nu)$. The lowest threshold, one third from bending and two thirds from the substrate, has

$$\eta_c^3=\frac{3gE_s}{E_f},\qquad \varepsilon_c=\frac{\eta_c^2}{4},\qquad \lambda_c=\frac{2\pi h}{\eta_c},$$

where $\lambda_c$ is the wavelength and $k_c=\eta_c/h$.

The bonded value of $g$ neglects the sideways surface displacement, of amplitude $U_0$. In fact the film's rotation gives $U_0\approx-\tfrac12khA$. The substrate's energy per area is $\tfrac14Q_s$, with

$$Q_s=\frac{2\mu k}{3-4\nu}\left[2(1-\nu)(U_0^2+A^2)-2(1-2\nu)U_0A\right].$$

Finite-element calculations through the depth of both layers, without plate theory, test the formula. For $E_s/E_f=10^{-5}$ and $\nu=0$, the bonded film wrinkles at 1.225 times the value of the $g=1$ formula, whereas the factor $g^{2/3}$ predicts 1.211.

Q: But 1.225 is not 1.211. You should not leave that gap to good will.

A: It is the next term, from the rotation of the film. Put $U_0=-\tfrac12\eta A$ into the substrate energy. The cross term $-2(1-2\nu)U_0A$ becomes $+(1-2\nu)\eta A^2$. Compared with the leading $2(1-\nu)A^2$, it multiplies the substrate stiffness by

$$1+\frac{1-2\nu}{2(1-\nu)}\,\eta .$$

The correction $U_0^2$ and the stretching of the mid-plane enter at order $\eta^2$. Since the substrate supplies two thirds of $\varepsilon_c$, and a small shift of the minimising $\eta$ has no first-order effect on a minimum, the threshold is multiplied by

$$1+\frac{1-2\nu}{3(1-\nu)}\,\eta_c .$$

For $\nu=0$ we have $g=4/3$, $\eta_c=(4\times10^{-5})^{1/3}=0.0342$, and a factor $1+0.0342/3=1.0114$. Then $1.2114\times1.0114=1.225$, as computed. At $\nu=\tfrac12$ this correction vanishes, which is why the agreement was closer there.

Q: Let me see an actual film. Pick one where the material matters.

A: Take a 50 nm germanium membrane with a (001) surface, on 5 mm of soft elastomer. Germanium is cubic rather than isotropic, so the direction of compression changes the answer. Rough elastic constants are $C_{11}=129$, $C_{12}=48$ and $C_{44}=67$ GPa. For the elastomer take Young's modulus 2.0 MPa and $\nu=0.48$. (Many rubbers are closer to incompressible; with a bulk modulus of 1 GPa and the same Young's modulus, the formula's threshold below would be 1.7 % higher and the full bonded threshold 1.5 % higher.) Film and slab are held flat and compressed together along [100]. Then

$$E_f=C_{11}-\frac{C_{12}^2}{C_{11}}=129-\frac{48^2}{129}=111.1\ \text{GPa},$$

$$E_s=\frac{2.0}{1-0.48^2}=2.60\ \text{MPa},\qquad \frac{E_s}{E_f}=2.34\times10^{-5}.$$

Here $g=1.0015$, so we may set $g=1$:

$$\eta_c=(3\times2.34\times10^{-5})^{1/3}=0.0412,$$

$$\varepsilon_c=\frac{0.04124^2}{4}=4.25\times10^{-4}=0.0425\ \%,$$

$$\lambda_c=\frac{2\pi\times50\ \text{nm}}{0.0412}=7.6\ \mu\text{m}.$$

Bending accounts for 0.0142 % strain and the substrate for 0.0283 %. The finite-element threshold for the cubic film is 0.0426 %, higher by about 0.2 % of its value. Half of that excess is $g^{2/3}=1.0010$. The other half is, to first order in $\eta_c$, the rotation term, $0.04\times0.0412/(3\times0.52)=0.0011$.

Q: And if I compress the same membrane along [110]?

A: A strain $e$ along [110] has crystal components $e_{11}=e_{22}=e_{12}=e/2$. The cubic energy density is then

$$\tfrac12\left[C_{11}\frac{e^2}{2}+C_{12}\frac{e^2}{2}+C_{44}e^2\right],$$

so $c_{xx}=\tfrac12(C_{11}+C_{12}+2C_{44})$. The normal stress it causes is $\sigma_{zz}=C_{12}(e_{11}+e_{22})=C_{12}e$, so $c_{xz}=C_{12}$ as before, and $c_{zz}=C_{11}$. Hence $E_f=155.5-17.9=137.6$ GPa, and the critical strain drops to 0.0369 %, which is 13 % lower.

Q: A stiffer film wrinkles sooner? That sounds backwards.

A: It wrinkles at a smaller strain, but at a larger stress. The critical compressive stress in the film is

$$\sigma_c=E_f\varepsilon_c=\frac14\left(9g^2E_s^2E_f\right)^{1/3},$$

which grows as $E_f^{1/3}$. It is 47 MPa for [100] and 51 MPa for [110]. If the film carries the same stress in both directions, the [100] wave therefore becomes unstable before the [110] wave.

Q: Films on devices are usually strained by temperature, in both directions at once. Your plane strain no longer applies.

A: The strain threshold changes, but the stress threshold for parallel wrinkles does not. If $w$ depends on $x$ alone, a stress along $y$ does no work on the tilt, and the added bending is still free of strain along $y$. So we need only convert $\sigma_c$ into an equal biaxial strain. With in-plane strains both equal to $e$ and a free surface, $2C_{12}e+C_{11}e_{zz}=0$, and

$$\sigma_{xx}=(C_{11}+C_{12})e+C_{12}e_{zz}=Be,\qquad B=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

This is 141.3 GPa. The critical biaxial strain for the [100] wave is $0.04252\,\%\times111.14/141.28=0.03345\,\%$. This treats parallel wrinkles only. It does not say which pattern, stripes or a two-dimensional one, develops afterwards.

With rough expansion coefficients of $6\times10^{-6}$ and $3\times10^{-4}$ per K, cooling produces a mismatch of $2.94\times10^{-4}$ per K. If the whole mismatch reached the film, a cooling of $3.345/2.94=1.14$ K would suffice.

Q: "If" is carrying a lot. The elastomer is some forty thousand times softer than the film. Can it force its contraction on the germanium?

A: Only in part, even though it is a hundred thousand times thicker. Let $H$ be its thickness, $B_s=E/(1-\nu)=3.85$ MPa its biaxial modulus, and $m$ the mismatch strain. Far from the edges, let the total strain relative to the relaxed film be $e_0+\kappa z'$, with $z'$ measured from the middle of the slab. The film's compressive strain is $\varepsilon_f=-(e_0+\kappa H/2)$. The slab's own free strain would be $-m$. Zero net force gives

$$B_sH(e_0+m)=Bh\,\varepsilon_f\quad\Longrightarrow\quad e_0=-m+r\varepsilon_f,\qquad r=\frac{Bh}{B_sH}.$$

If the slab is held flat, $\kappa=0$ and $\varepsilon_f=-e_0$, so

$$\varepsilon_f=\frac{m}{1+r}.$$

If it is free to bow, the moments must balance as well. The slab contributes $B_s\kappa H^3/12$ and the film, acting at the surface, $-Bh\varepsilon_fH/2$. Thus $\kappa=6r\varepsilon_f/H$, and

$$\varepsilon_f=m-r\varepsilon_f-3r\varepsilon_f\quad\Longrightarrow\quad \varepsilon_f=\frac{m}{1+4r}.$$

Bowing brings the surface towards the length the film prefers, so the film is compressed less. Here

$$r=\frac{141.3\ \text{GPa}\times50\ \text{nm}}{3.85\ \text{MPa}\times5\ \text{mm}}=0.367 .$$

The film receives 73 % of the mismatch when the slab is flat and 40 % when it can bow. The cooling needed rises from 1.14 K to 1.56 K and 2.81 K respectively. At the last threshold the radius of the bow is $H/(6r\varepsilon_f)=5\ \text{mm}/(6\times0.367\times3.345\times10^{-4})$, or about 6.8 m. On the scale of a 7.6 µm wrinkle the surface is still flat. So weak a bow is also easily undone: the estimate leaves out gravity, and a strip of slab 5 cm long, or a disc 8 cm across, resting on a bench would be largely flattened by its own weight. If it can still slide on the bench, the cooling needed then lies closer to the value for a flat slab. If it sticks, the bench holds back most of the slab's contraction, and these cooling estimates do not apply.

Q: You assumed a deep substrate for the wrinkle itself. How deep is deep?

A: The disturbance decays essentially as $e^{kz}$, so the wavelength is the measure. With a rigid, bonded base at a depth of half a wavelength, the finite-element threshold is 4.3 % higher than for a deep substrate. At one full wavelength the change is 0.04 %. The 5 mm slab is more than 600 wavelengths deep. Notice that it is deep for the wrinkle and yet not thick enough to impose its contraction on the film. Those are separate conditions: $kH\gg1$ for the first, and $r\ll1$ for the second, or $4r\ll1$ if the slab can bow.

Q: The substrate is compressed too. You left its own stress out of the stability problem.

A: That stress is about $E_s\varepsilon$, acting on slopes $kA$ to a depth of $1/k$. Its energy is of size $E_s\varepsilon kA^2$, a fraction of order $\varepsilon$ of the substrate's elastic energy. When this initial stress is included in the finite-element model, with the elastic constants left unchanged, the threshold changes by $-0.08\,\%$ of its value. The constants of a prestrained rubber also change at order $\varepsilon$, so this figure shows only how small the effect is, not its exact value. The estimate would not be safe for a film only moderately stiffer than its base, where the formula gives large strains. It then fails in several ways at once: $\eta_c$ is no longer small, and linear elasticity is doubtful.

Q: Suppose I made this membrane. How far should I trust 0.0425 %?

A: A crystalline membrane tens of nanometres thick on a rubber with a modulus of a few MPa lies within the regime of the model, but the inputs are rough, and the result is a threshold for an ideal flat film, not a measurement. One large correction concerns the zero of strain. If the two surfaces together carry a tensile surface stress of 1 N/m, a rough value, they compress the interior along $x$ by $1/(111.1\times50)=0.018\,\%$ when the membrane is free of net force along $x$ and held at its bulk length along $y$. (If it could relax in both directions, $B$ would replace $E_f$ and the offset would be 0.014 %.) Take the first case. Measured from the unstrained bulk crystal, the threshold would be about 0.061 % instead of 0.043 %. Temperature matters as well: if the rubber's modulus is proportional to absolute temperature, going from 300 to 350 K raises the threshold by 11 %, with the film's constants held fixed. A finite membrane that is not gripped at its ends must also pick up its load through shear. Since the shear traction is of order $E_s\varepsilon$, the length scale for this is $E_fh/E_s\approx2$ mm, but the strain builds up slowly. On a very deep slab, a plane-strain estimate gives the centre of a membrane 2 mm long only about a fifth of the slab's strain, and that of one 20 mm long about three quarters. Such a membrane should therefore be centimetres long, not millimetres. On the 5 mm slab, extra length secures nearly the full strain only if the base is held flat and also held to the imposed strain. If the base is flat but free to slide, the covered and uncovered parts of the slab carry the same force, and the centre of a long membrane levels off at $1/[1+E_fh/(E_sH)]$, about 70 % of the strain of the uncovered slab. Bowing lowers it further. Slow relaxation of the rubber, initial roughness and loss of adhesion have not been sized. On a stiff wafer, with $E_s$ comparable to $E_f$, the formula should not be used at all.

Q: Then what may I take away as a rule of design?

A: For a long film that stays bonded and flat before loading, on a substrate that is far softer than the film, at least about one wavelength deep and held flat at its base, keep the compressive film stress below $\frac14(9g^2E_s^2E_f)^{1/3}$. Film stress here means the net in-plane force per unit width, surface stress included, divided by the thickness; in a very thin film the stress inside the crystal can be quite different. The condition on the base matters: if the underside of a thin substrate is free, film and substrate can buckle together in a much longer wave at a lower stress. Stress is the safer quantity to compare, because for a given wave direction it carries over from plane strain to biaxial loading, whereas the critical strain has to be converted. If a cubic film carries equal stress in both directions, use the smallest $E_f$ of any in-plane direction, which for germanium (001) is that of [100]. Making the film thinner at fixed stress does not raise this threshold; it shortens the wrinkles. Doubling the substrate modulus, with all else fixed, multiplies the threshold by $2^{2/3}$, a rise of 59 %. The numerical output gives the inputs and computed thresholds behind the germanium example.

## Computed results

```
Bonded film, substrate nu = 0.499 (film nu = 0.3)
 Es/Ef=1e-03: strain FE 0.51951 %, law 0.52002 %
 Es/Ef=1e-04: strain FE 0.11202 %, law 0.11204 %
 Es/Ef=1e-05: strain FE 0.02414 %, law 0.02414 %
Strain over the g = 1 law, Es/Ef = 1e-5
 nu=0.0: bonded FE 1.2251, g^(2/3) 1.2114, slip FE 0.9998
 nu=0.3: bonded FE 1.0648, g^(2/3) 1.0584, slip FE 0.9998
Germanium (001) film on elastomer; rough inputs
 C11, C12, C44 = 129, 48, 67 GPa
 film thickness = 50 nm
 substrate depth = 5 mm
 substrate Young modulus = 2.0 MPa, nu = 0.48
 Ef along [100] = 111.1 GPa
 Es = 2.599 MPa
 Es/Ef = 2.338e-05
 k h = 0.04124
 bending part of strain = 0.01417 %
 substrate part of strain = 0.02835 %
 critical strain, law = 0.04252 %
 critical strain, FE = 0.04261 %
 critical film stress = 47.3 MPa
 wavelength, law = 7.62 um
 wavelength, FE = 7.61 um
 bonded factor g = 1.00148
Buckling strain away from the critical wavenumber
 k/k_c=0.5: strain/strain_c FE 1.4169, law 1.4167
 k/k_c=2.0: strain/strain_c FE 1.6629, law 1.6667
Size of neglected effects
 [110]: Ef = 137.6 GPa, strain = 0.03687 %
 [110]: critical stress = 50.8 MPa
 [110] change of strain, FE = -13.3 %
 substrate prestress: strain changes -0.08 %
 depth 0.5 wavelength: strain changes 4.31 %
 depth 1.0 wavelength: strain changes 0.04 %
 rubber modulus ~ T, 300 to 350 K: strain changes 10.8 %
 surface stress taken = 1.0 N/m
 its offset of the strain zero = 0.0180 %
Cooling of a free substrate (equal biaxial strain)
 expansion: film 6e-06, substrate 3e-04 1/K
 biaxial moduli: film 141.3 GPa, substrate 3.846 MPa
 critical biaxial strain = 0.03345 %
 stiffness ratio r = 0.367
 strain passed on: flat 0.731, bowed 0.405
 cooling, full transfer = 1.14 K
 cooling, held flat = 1.56 K
 cooling, free to bow = 2.81 K
```
